\section*{Inferring the Born repulsion exponent of cubic hafnia}

\section*{Problem}

Cubic HfO$_2$ has the fluorite structure. The Hf ions form a face-centred cubic lattice with cube edge $a$, and the O ions sit at the centres of the eight small cubes of edge $a/2$. Treat the crystal as static ions with the formal charges $+4$ and $-2$, in units of the elementary charge $e$. Let the energy per formula unit, relative to the same ions at infinite separation, be
\begin{equation}
U(r)=-\frac{A k}{r}+\frac{B}{r^{n}},\qquad k=\frac{e^2}{4\pi\varepsilon_0}=14.3996\ \text{eV\,\AA},
\end{equation}
where $r$ is the Hf--O distance. The Madelung constant $A$ includes the ionic charges. The equilibrium distance is $d=2.20$ \AA\ and the bulk modulus at zero pressure is $K=250$ GPa.

\begin{enumerate}
\item Find $A$ from a direct sum over ions.
\item Find the exponent $n$.
\item Find the lattice energy and the pressure derivative $K'=dK/dP$.
\item Estimate how far errors in the data, dispersion forces and vibrations at 300 K move $n$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item A constant added to the electrostatic potential everywhere does not change the energy of a neutral formula unit. The difference between the potentials at an Hf and an O site is therefore enough.
\item There are two unknowns, $B$ and $n$, and two data. The bond length fixes the slope of $U$ and the bulk modulus fixes its curvature.
\item The bulk modulus is a derivative with respect to volume. Convert it to a derivative with respect to $r$ before inserting $U$.
\item In the field of the other ions, the electrostatic potential at a lattice site obeys Laplace's equation.
\end{enumerate}

\section*{Solution}

\subsection*{1. Geometry and Madelung constant}

An O ion lies a quarter of the way along the body diagonal from an Hf ion, so $d=\sqrt3\,a/4$ and $a=4d/\sqrt3=5.081$ \AA. The cube holds four formula units, each of volume
\begin{equation}
V=\frac{a^3}{4}=\frac14\,\frac{64\,d^3}{3\sqrt3}=\frac{16\,d^3}{3\sqrt3}=32.787\ \text{\AA}^3 .
\end{equation}
Symmetry fixes every ion's position within the cube. Hydrostatic compression therefore scales all distances by one factor, and a single variable $r$ suffices.

Let $\phi_i=k\sum_{j\ne i}q_j/r_{ij}$ be the potential energy of a unit charge at site $i$, with $q_j$ in units of $e$. The factor $\tfrac12$ below counts each pair once:
\begin{equation}
-\frac{Ak}{d}=\tfrac12\left[4\phi_{\rm Hf}+2(-2)\phi_{\rm O}\right]=2(\phi_{\rm Hf}-\phi_{\rm O}).
\end{equation}

The order of summation matters, because Coulomb terms fall off slowly. Build a block, centred on an Hf ion, from cubes of edge $a$ that have Hf ions at their corners and face centres. Share each ion equally among the cubes that meet at it, so that ions on the faces, edges and corners of the block carry the weights $\tfrac12$, $\tfrac14$ and $\tfrac18$. Each cube is neutral. Inversion symmetry removes its dipole and octupole, and cubic symmetry removes its quadrupole. Its distant potential then falls at least as fast as $R^{-5}$, while the number of cubes in a shell grows as $R^2$, so the sum converges. The sharing matters: a cube with unshared ions carries a dipole, which leaves a field inside the block and spoils the result. Another neutral cell with no dipole or quadrupole, for example one with shared O ions at its corners, would change the surface layer and shift the interior potential by a constant, which cancels in $\phi_{\rm Hf}-\phi_{\rm O}$.

Blocks with sides of 2, 4 and 8 cells give $A=20.16493$, $20.15517$ and $20.15514$. An Ewald sum, which splits the Coulomb sum into two rapidly convergent parts, also gives $20.15514$. The electrostatic energy scale is
\begin{equation}
S\equiv\frac{Ak}{d}=\frac{20.155\times14.3996}{2.20}\ \text{eV}=131.92\ \text{eV}.
\end{equation}

\subsection*{2. The exponent}

At equilibrium the slope vanishes:
\begin{equation}
U'(d)=\frac{Ak}{d^2}-\frac{nB}{d^{n+1}}=0
\quad\Longrightarrow\quad \frac{nB}{d^n}=S. \label{eq:balance}
\end{equation}
For the curvature, $V\propto r^3$ gives $dr/dV=r/(3V)$. Hence
\begin{equation}
\frac{d^2U}{dV^2}=U''(r)\left(\frac{r}{3V}\right)^2+U'(r)\frac{d^2r}{dV^2}.
\end{equation}
The last term vanishes at $r=d$, and
\begin{equation}
K=V\frac{d^2U}{dV^2}=\frac{d^2U''(d)}{9V}, \label{eq:K}
\end{equation}
where $d^2$ on the right is the squared bond length. Differentiating $U$ twice and using \eqref{eq:balance},
\begin{equation}
d^2U''(d)=-2S+(n+1)\frac{nB}{d^n}=-2S+(n+1)S=(n-1)S.
\end{equation}
The result is
\begin{equation}
K=(n-1)\frac{S}{9V},\qquad n=1+\frac{9VK}{S}. \label{eq:n}
\end{equation}
With $1\ \text{eV/\AA}^3=160.218$ GPa,
\begin{equation}
\frac{S}{9V}=\frac{131.92}{9\times32.787}\times160.218\ \text{GPa}=71.63\ \text{GPa},
\end{equation}
\begin{equation}
n=1+\frac{250}{71.63}=4.49\approx4.5 .
\end{equation}

The limits of \eqref{eq:n} make sense. As $n\to1$ the repulsion acquires the same distance dependence as the attraction, and the stiffness vanishes. As $n\to\infty$ the ions become hard spheres and $K$ diverges.

The term $B/r^n$ need not come from Hf--O contacts alone. All distances are proportional to $r$, so every pair repulsion with the same exponent merges into $B$. As a test, an explicit Ewald energy plus Hf--O repulsion with this $n$ was differentiated numerically with respect to volume. It returned $K=250.000$ GPa. Adding repulsion between neighbouring O ions, with the same exponent and the total rescaled to zero pressure, again gave $250.000$ GPa.

\subsection*{3. Lattice energy and pressure derivative}

Since $B/d^n=S/n$,
\begin{equation}
U(d)=-S\left(1-\frac1n\right)=-102.5\ \text{eV}.
\end{equation}
The repulsion cancels a fraction $1/n$, about 22\%, of the electrostatic energy.

For $K'$, write $v=V/V_0$, where $V_0$ is the equilibrium volume, so that $U=-Sv^{-1/3}+(S/n)v^{-n/3}$. At $v=1$,
\begin{align}
U_{vv}&=\frac S9\left[-4+(n+3)\right]=\frac{S(n-1)}9,\\
U_{vvv}&=\frac S{27}\left[28-(n+3)(n+6)\right]=-\frac{S(n-1)(n+10)}{27}.
\end{align}
With $P=-dU/dV$ and $K=V\,d^2U/dV^2$, dividing $dK/dV$ by $dP/dV$ gives
\begin{equation}
K'=-1-\frac{U_{vvv}}{U_{vv}}=-1+\frac{n+10}{3}=\frac{n+7}{3}=3.83 .
\end{equation}
This is a prediction of the model that was not used in the fit, so a measured $K'$ could test it.

\subsection*{4. How firm is the exponent?}

\paragraph{Data.} Since $V\propto d^3$ and $S\propto1/d$, equation \eqref{eq:n} gives $n-1\propto Kd^4$. For small errors,
\begin{equation}
\delta n=(n-1)\left(\frac{\delta K}{K}+4\frac{\delta d}{d}\right).
\end{equation}
At fixed $d$, a 10\% change in $K$ moves $n$ to 4.14 or 4.84. At fixed $K$, a change of 0.02 \AA\ in $d$ moves it to 4.37 or 4.62.

\paragraph{Dispersion.} Add $-W(d/r)^6$ to $U$. Equilibrium now requires $nB/d^n=S+6W$, and
\begin{equation}
9VK=-2S-42W+(n+1)(S+6W)=(n-1)S+6(n-6)W.
\end{equation}
Collecting the terms in $n$,
\begin{equation}
n=\frac{9VK+S+36W}{S+6W}.
\end{equation}
To estimate $W$, assign all the electronic polarizability $\alpha$ to oxygen. The Clausius--Mossotti relation, $(\varepsilon-1)/(\varepsilon+2)=8\pi\alpha/(3V)$ for two O ions per formula unit, gives $\alpha=2.08$ \AA$^3$ for a rough optical dielectric constant $\varepsilon=4.4$. London's approximation $C_6=\tfrac34I\alpha^2$, with a rough excitation energy $I=10$ eV, gives $32.4$ eV\,\AA$^6$. The O ions form a simple cubic lattice of spacing $a/2$, for which the sum of inverse sixth powers, in units of the spacing, is 8.40. Two ions per formula unit and half of each pair energy give
\begin{equation}
W=\frac{8.40\,C_6}{(a/2)^6}=1.01\ \text{eV},
\end{equation}
and $n$ rises slightly, to 4.56.

\paragraph{Vibrations.} Let each ion oscillate independently about its site, and let the repulsion act between Hf--O neighbours alone. The Coulomb potential of the other ions has zero Laplacian at the site. Cubic or tetrahedral symmetry makes its three second derivatives equal, so each is zero. The restoring force comes from the repulsion. Hf has eight bonds, each of energy $B/(8r^n)$, and $\nabla^2r^{-n}=n(n-1)r^{-n-2}$. One third of the Laplacian is the spring constant:
\begin{equation}
\kappa_{\rm Hf}=\frac{n(n-1)B}{3d^{n+2}}=\frac{(n-1)S}{3d^2}=31.7\ \text{eV/\AA}^2 .
\end{equation}
Oxygen has four bonds, so $\kappa_{\rm O}=\kappa_{\rm Hf}/2$. With $\omega=\sqrt{\kappa/m}$, where $m$ is the ion's mass, the quanta $\hbar\omega$ are 0.027 eV for Hf and 0.064 eV for O.

Each oscillator has free energy $F=k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$, so $\omega\,dF/d\omega=\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)$, which is its mean energy. The nine oscillators of a formula unit have total energy $E_{\rm vib}=0.313$ eV at 300 K. Because $\omega\propto r^{-(n+2)/2}\propto V^{-(n+2)/6}$, they exert the pressure
\begin{equation}
P_{\rm vib}=-\frac{dF_{\rm vib}}{dV}=\frac{(n+2)E_{\rm vib}}{6V}=1.65\ \text{GPa}.
\end{equation}
Adding $F_{\rm vib}$ to $U$ and fitting $B$ and $n$ again to the same $d$ and $K$ gives $n=4.51$. In this estimate, vibrations matter less than a 10\% error in $K$. The estimate ignores the coupling between ions, and that coupling makes this model crystal unstable. When neighbouring columns of O ions slide in opposite directions along a cube axis, the O--O Coulomb terms contribute $-18.8$ eV/\AA$^2$ per ion, which outweighs $\kappa_{\rm O}=15.9$ eV/\AA$^2$. The cubic structure is then a saddle point with no harmonic free energy, and the coupled modes do not share the scaling $V^{-(n+2)/6}$. The values 1.65 GPa and 4.51 therefore hold for independent oscillators only and are not a bound on the vibrational shift. The static fit of $n$, which involves uniform compression alone, is unaffected.

\paragraph{The real material.} The data are rough values in the regime of cubic hafnia. At ambient pressure the pure compound is monoclinic at room temperature; the cubic phase needs high temperature or stabilising dopants. Ferroelectric hafnia-based layers, used in memory capacitors, contain a polar orthorhombic phase, whose ions can also shift within the cell under pressure, so neither $A$ nor the one-variable formula carries over unchanged. Even for the cubic phase, formal charges are a doubtful assumption, because Hf--O bonds are partly covalent. Variation A shows that a 20\% reduction in charge would move $n$ from 4.5 to about 6.5, more than any of the changes estimated above.

Nor does this fit rank the polymorphs. At fixed $d$ and charges, raising $n$ by 0.1 lowers $U(d)$ by 0.64 eV per formula unit. Energy differences between phases that are smaller than this cannot be trusted unless the error cancels between them, and one bulk modulus does not establish that it does.

\section*{Two variations}

\subsection*{A. Reduced charges}

\emph{Multiply every charge by $s$, keeping $d$ and $K$ fixed. What exponent follows?}

Each Coulomb term contains two charges, so $S$ becomes $s^2S$. Equation \eqref{eq:n} then reads $9VK=(n_s-1)s^2S$, and
\begin{equation}
n_s=1+\frac{n-1}{s^2}.
\end{equation}
For $s=0.9$, $0.8$ and $0.7$ this gives $n_s=5.31$, $6.45$ and $8.12$. A weaker attraction needs a steeper repulsion to produce the same stiffness. The value 4.5 therefore belongs to the formal charges and should not be combined with other charges. Scaling the charges is itself a crude substitute for covalency, since it adds no directional bonding.

\subsection*{B. Exponential repulsion}

\emph{Replace $B/r^n$ by $Ce^{-r/\rho}$, keeping the formal charges, $d$ and $K$. Find $\rho$ and the lattice energy.}

Zero slope requires $Ce^{-d/\rho}=S\rho/d$. The curvature is
\begin{equation}
d^2U''(d)=-2S+\frac{d^2}{\rho^2}\,\frac{S\rho}{d}=S\left(\frac d\rho-2\right).
\end{equation}
The same bulk modulus requires this to equal $(n-1)S$, so
\begin{equation}
\frac d\rho=n+1,\qquad \rho=\frac{2.20}{5.49}\ \text{\AA}=0.401\ \text{\AA}.
\end{equation}
The lattice energy is
\begin{equation}
U(d)=-S\left(1-\frac\rho d\right)=-107.9\ \text{eV},
\end{equation}
which is 5.4 eV lower than for the power law. The two curves agree in slope and curvature at $d$, but they differ in how much repulsive energy accumulates as the ions approach from infinity. The bulk modulus constrains the curve near $d$; the lattice energy also depends on the assumed form farther out. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Hf-O distance d: 2.20 angstrom
bulk modulus K: 250 GPa
k = e^2/(4 pi eps0): 14.3996 eV angstrom
1 eV/angstrom^3: 160.218 GPa
cell length a: 5.081 angstrom
volume V per formula unit: 32.787 angstrom^3
A, block of side 2 cells: 20.16493
A, block of side 4 cells: 20.15517
A, block of side 8 cells: 20.15514
A, block of side 16 cells: 20.15514
A, Ewald sum: 20.15514
Coulomb size A k/d: 131.92 eV
A k/(9 V d): 71.63 GPa
n - 1: 3.490
Born exponent n: 4.490
static lattice energy U(d): -102.54 eV
K from numerical derivatives: 250.000 GPa
K with O-O repulsion added: 250.000 GPa
K' from (n+7)/3: 3.830
K' from numerical derivatives: 3.830
n for K 10% lower, higher: 4.14, 4.84
n for d 0.02 angstrom less, more: 4.37, 4.62
n with charges times 0.9: 5.31
n with charges times 0.8: 6.45
n with charges times 0.7: 8.12
exponential range rho: 0.401 angstrom
U(d), exponential repulsion: -107.89 eV
rough optical dielectric constant: 4.4
rough excitation energy: 10 eV
polarizability per O: 2.08 angstrom^3
London C6 for O-O: 32.4 eV angstrom^6
simple cubic sum of 1/m^6: 8.401
dispersion energy W: 1.01 eV
n with dispersion: 4.557
temperature: 300 K
on-site spring, Hf: 31.71 eV/angstrom^2
on-site spring, O: 15.86 eV/angstrom^2
oscillator quantum, Hf: 0.0273 eV
oscillator quantum, O: 0.0644 eV
zero-point energy: 0.234 eV
vibrational energy at 300 K: 0.313 eV
vibrational pressure: 1.65 GPa
n with vibrations at 300 K: 4.513
lattice energy change for n + 0.1: -0.64 eV
\end{verbatim}
